\section*{The bismuth–cadmium eutectic from melting data: ideal liquid, immiscible solids}

\section*{Question}

I have to find the eutectic temperature and composition of bismuth--cadmium from melting data alone, taking the solids as immiscible and the liquid as ideal, and compare with experiment. I have only rough two-figure values from memory: Bi melts near 540~K with fusion enthalpy 11000~J/mol, Cd near 590~K with 6200~J/mol, and the measured eutectic is roughly 420~K at a Cd mole fraction of roughly 0.55. The hint says ``Schroeder--van Laar'', but I do not see where that equation comes from, why two liquidus curves must cross exactly once, or how to solve for the crossing. Can I just intersect the two freezing-point-depression lines? And if my result misses experiment, how do I tell whether the inputs or the model are to blame?

\section*{Answer}

Let A be Bi and B be Cd, with melting points $T_i$ and molar fusion enthalpies $H_i>0$. The liquid has mole fractions $x_A=1-x$ and $x_B=x$. Pressure is fixed, energies are in J/mol, temperatures in kelvin, and $R=8.3145$~J/(mol\,K). Each pure solid is the zero of Gibbs energy for its element.

\subsection*{Gibbs energy of the liquid}

From $G=H-TS$ and $\partial G/\partial T=-S$ follows $\partial(G/T)/\partial T=-S/T-G/T^2=-H/T^2$. Apply this to the difference between liquid and solid. That difference vanishes at $T_i$, and the model takes its enthalpy as constant (no heat-capacity change on melting), so
\begin{equation}
\frac{\Delta G_i}{T}=\int_T^{T_i}\frac{H_i}{T'^2}\,dT'=H_i\Big(\frac1T-\frac1{T_i}\Big),
\qquad \Delta G_i=H_i\Big(1-\frac{T}{T_i}\Big).
\end{equation}
Below $T_i$ this is positive: the pure liquid lies above its solid.

Ideal means zero mixing enthalpy and a random arrangement. $N$ atoms have $N!/(N_A!N_B!)$ arrangements. With $\ln N!\simeq N\ln N-N$ for large $N$, the linear terms cancel because $N=N_A+N_B$, leaving $-N_A\ln(N_A/N)-N_B\ln(N_B/N)$. Per mole the mixing entropy is $-R\sum_i x_i\ln x_i$, and
\begin{equation}
G_L(x,T)=\sum_i x_i\,\Delta G_i+RT\sum_i x_i\ln x_i .
\label{GL}
\end{equation}
For $n=n_A+n_B$ moles, $nG_L=\sum_i n_i\Delta G_i+RT(n_A\ln n_A+n_B\ln n_B-n\ln n)$, so
\begin{equation}
\mu_A=\frac{\partial (nG_L)}{\partial n_A}=\Delta G_A+RT(\ln n_A+1-\ln n-1)=\Delta G_A+RT\ln x_A ,
\end{equation}
and likewise for B.

\subsection*{Liquidus branches and the eutectic}

Moving $dn$ moles of $i$ from its pure solid into the liquid changes the total Gibbs energy by $(\mu_i-0)\,dn$. Coexistence requires this to vanish, which is the Schroeder--van Laar equation:
\begin{equation}
x_i=q_i(T)\equiv e^{-\Delta G_i/RT}=\exp\Big[-\frac{H_i}{R}\Big(\frac1T-\frac1{T_i}\Big)\Big],\qquad T\le T_i .
\label{svl}
\end{equation}
Read as a solubility, $q_i$ is the largest fraction of $i$ the liquid holds without precipitating solid $i$. It contains only the data of $i$, a property of the ideal liquid. The liquid is stable against both solids when $1-q_A\le x\le q_B$. This window exists only if $F(T)\equiv q_A+q_B\ge1$, and it shrinks to a point at the eutectic:
\begin{equation}
F(T_E)=1,\qquad x_E=q_B(T_E).
\end{equation}

That nothing liquid survives below $T_E$ can be shown directly. Insert $\Delta G_i=-RT\ln q_i$ in \eqref{GL} and set $p_i=q_i/F$, so that $\sum_i p_i=1$:
\begin{equation}
G_L=RT\sum_i x_i\ln\frac{x_i}{q_i}=RT\sum_i x_i\ln\frac{x_i}{p_i}-RT\ln F .
\end{equation}
Since $\ln u\le u-1$, we have $-\sum_i x_i\ln(p_i/x_i)\ge-\sum_i(p_i-x_i)=0$, with equality at $x_i=p_i$. Therefore
\begin{equation}
\min_x G_L=-RT\ln F .
\end{equation}
Any mixture of the pure solids has $G=0$. For $F<1$ every liquid lies above that line; at $F=1$ the curve touches it at $x_E$.

The root is unique because
\begin{equation}
F'(T)=\sum_i\frac{q_iH_i}{RT^2}>0 .
\end{equation}
It exists because $F\to0$ as $T\to0$, while at the lower melting point one $q_i$ equals 1 and the other is positive, so $F>1$. Hence $T_E<\min(T_A,T_B)$ in this model. For identical data $(T_m,H)$, $2q=1$ gives $1/T_E=1/T_m+R\ln2/H$. If $H_B\to\infty$ with $T_B>T_A$, then $q_B\to0$ and the eutectic moves to pure A at $T_A$.

\subsection*{Numbers}

Here $H_A/R=1323.0$~K and $H_B/R=745.7$~K. At 400~K, $\ln q_A=-1323.0\,(1/400-1/540)=-0.8575$ and $\ln q_B=-745.7\,(1/400-1/590)=-0.6003$.
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $q_{\rm Bi}$ & $q_{\rm Cd}$ & $F$\\
400 & 0.4242 & 0.5486 & 0.9728\\
410 & 0.4599 & 0.5741 & 1.0340\\
450 & 0.6126 & 0.6749 & 1.2875\\
500 & 0.8220 & 0.7965 & 1.6185
\end{tabular}
\end{center}
The root lies between 400 and 410~K. With $F'(400~{\rm K})=0.006065$~K$^{-1}$, one Newton step gives
\begin{equation}
T=400+\frac{1-0.9728}{0.006065}=404.48~{\rm K},
\end{equation}
and the converged root is 404.46~K, where $q_A=e^{-2761.0/3362.9}=0.4400$ and $q_B=e^{-1949.7/3362.9}=0.5600$. The decimals serve only to check the arithmetic. The result is
\begin{equation}
T_E\approx404~{\rm K}\ (131\,^\circ{\rm C}),\qquad x_{\rm Cd}\approx0.56 .
\end{equation}

With no mixing enthalpy, the eutectic latent heat is $L_E=\sum_i x_iH_i=0.44\times11000+0.56\times6200=8312$~J/mol. Write $G_L=\sum_i x_iH_i-TS$, where
\begin{equation}
S(x)=-\frac{\partial G_L}{\partial T}=\sum_i\frac{x_iH_i}{T_i}-R\sum_i x_i\ln x_i .
\label{S}
\end{equation}
Then $G_L=0$ at the eutectic gives $S_E=L_E/T_E=20.55$~J/(mol\,K).

For an alloy of overall Cd fraction 0.20 at 450~K, the liquid in contact with solid Bi has $x=1-0.6126=0.3874$. All Cd is in the liquid, so the liquid fraction is $0.20/0.3874=0.516$. Just above $T_E$ it is $0.20/0.56=0.357$, and this part freezes to both solids at one temperature.

\subsection*{The straight lines}

Solve \eqref{svl} for $T$ with $u=1-x_i$ and $c_i=RT_i/H_i$: $T=T_i/[1-c_i\ln(1-u)]$. Using $-\ln(1-u)=u+u^2/2+\dots$ and $1/(1+z)=1-z+z^2-\dots$,
\begin{equation}
T=T_i-s_iu+s_i\big(c_i-\tfrac12\big)u^2+O(u^3),\qquad s_i=\frac{RT_i^2}{H_i}.
\end{equation}
The slopes are $s_A=220.4$~K and $s_B=466.8$~K. Setting $T_A-s_Ax=T_B-s_B(1-x)$ gives $x=(T_A-T_B+s_B)/(s_A+s_B)=0.607$ and $T=406.3$~K. The temperature is only 1.9~K above the exact root of the model, but the composition is off by 0.047. The quadratic term shows the cause. Its sign is negative when the fusion entropy $H_i/T_i$ exceeds $2R=16.6$~J/(mol\,K), as for Bi (20.37), and positive otherwise, as for Cd (10.51). The signs persist out to $x_E$: there the Bi line gives $540-220.4\times0.56=416.6$~K, above $T_E$, and the Cd line $590-466.8\times0.44=384.6$~K, below it. Opposite errors move the crossing sideways and largely cancel in temperature. That depends on these two fusion entropies, so the lines are no general shortcut.

\subsection*{Inputs or model}

Let $G_L$ depend on a parameter $\lambda$. The eutectic satisfies $G_L(x_E,T_E,\lambda)=0$ and $\partial G_L/\partial x=0$. In the differential of the first condition the $dx$ term drops by the second, leaving $-S_E\,\delta T_E+(\partial G_L/\partial\lambda)\,\delta\lambda=0$. To first order,
\begin{equation}
\delta T_E=\frac{\delta G_L(x_E,T_E)}{S_E}.
\label{shift}
\end{equation}
Differentiating $\Delta G_i$ gives
\begin{equation}
\frac{\partial T_E}{\partial T_i}=\frac{x_iH_iT_E}{T_i^2S_E},\qquad
\frac{\partial T_E}{\partial H_i}=\frac{x_i(1-T_E/T_i)}{S_E},
\end{equation}
all positive because $T_E<T_i$. Two-figure rounding allows $\pm5$~K in each $T_i$, $\pm500$~J/mol in $H_A$ and $\pm50$~J/mol in $H_B$. The worst case adds the four terms:
\begin{align}
0.3267\times5+0.005374\times500+0.1963\times5+0.008570\times50\nonumber\\
=1.63+2.69+0.98+0.43=5.73~{\rm K}.
\end{align}
Since $T_E$ rises with every input, its extremes lie at corners of this box: 398.7 and 410.1~K. The composition is monotonic too. Raising $T_A$ or $H_A$ raises $T_E$ and thus $x_E=q_B(T_E)$; raising $T_B$ or $H_B$ raises $q_A(T_E)$ and lowers $x_E$. Its range is 0.544 to 0.576.

The rough measured composition, 0.55, falls inside that range. The temperature does not: the ideal result is about 15.5~K low, 3.7\% of the rough measured 420~K, against a combined rounding bound of $5.7+5=10.7$~K. Provided the recalled figures are right to their rounding, the model is at fault. Rule \eqref{shift} gives the sign and first-order size of each correction.

\paragraph{Heat capacity.} With $\Delta H_i(T')=H_i+\Delta C_p(T'-T_i)$, the extra term in $\Delta G_i$ is
\begin{equation}
T\Delta C_p\int_T^{T_i}\Big(\frac1{T'}-\frac{T_i}{T'^2}\Big)dT'
=T\Delta C_p\Big(\ln v+1-v\Big),\qquad v=\frac{T_i}{T}.
\end{equation}
The bracket is negative by $\ln v\le v-1$, so a positive $\Delta C_p$ lowers $T_E$ and widens the gap. A round model value of 2~J/(mol\,K) for both elements, not Bi--Cd data, gives $-2.6$~K linearly and $-2.7$~K in full.

\paragraph{Solid solubility.} Take a model solid $G_s=RT[y\ln y+(1-y)\ln(1-y)]+Wy(1-y)$, which assumes one crystal structure for both ends and is therefore not a description of Bi--Cd. For $W>2RT$ it splits into two solids. It is symmetric under $y\to1-y$, so the common tangent of the two solids is horizontal, at $G_s'=0$. Its height is $G_s-yG_s'$. With $G_s'=RT\ln[y/(1-y)]+W(1-2y)$, the $y\ln y$ terms cancel and the height is $RT\ln(1-y)+Wy^2\simeq-RTy$ for small $y$. The solid line sinks, which acts like raising $G_L$, so $\delta T_E\simeq RT_Ey/S_E$. For $W=20000$~J/mol, $y=0.00271$ and the estimate $3362.9\times0.00271/20.551=0.443$~K compares with 0.437~K in full; the dropped $Wy^2$ is 1.6\% of $RTy$ and has the sign of the difference. The sign of the shift suits the gap, but closing it would need $y$ near 0.1 by this linear estimate, outside the dilute regime.

\paragraph{Mixing enthalpy of the liquid.} A regular liquid adds $\Omega x_Ax_B$ to $G_L$. Differentiating $\Omega n_An_B/n$ gives $\Omega(n_B/n-n_An_B/n^2)=\Omega x_B^2$, so the branches become $RT\ln x_A+\Omega x_B^2=-\Delta G_A$ and its mirror image. By \eqref{shift}, $\partial T_E/\partial\Omega=x_Ax_B/S_E=0.01199$~K\,mol/J. Closing the gap by this term alone takes about 1300~J/mol, an excess Gibbs energy of 320~J/mol at the eutectic. It equals the mixing enthalpy only for constant $\Omega$. With $\Omega=a-bT$, every pair with $a-420b=1296$~J/mol gives the same eutectic, while the mixing enthalpy is $a\,x_Ax_B$, for example 838~J/mol for $b=5$~J/(mol\,K). The eutectic alone cannot separate excess enthalpy from excess entropy. The full solution gives 879, 1296 and 1713~J/mol for 415, 420 and 425~K; the input rounding adds about 460~J/mol either way. This follows from $\delta\Omega=-\delta G_L/(x_Ax_B)$ at fixed $T=420$~K and $x_B=0.5575$, where the four rounding terms in $G_L$ sum to $35+49+21+8=113$~J/mol and $x_Ax_B=0.2467$. This $\Omega$ is inferred from the gap and absorbs every other neglected effect, so it is not a measured property of the melt.

The linear estimate also gives 1296~J/mol. The reason is that $x_Ax_B$ and, by \eqref{S}, $S$ depend on $x_E$ alone for constant $\Omega$, and $x_E$ moves only from 0.5600 to 0.5575, which raises $x_Ax_B$ by 0.12\% and $S$ by 0.14\%, so that their ratio changes by only 0.02\%. That small motion follows from differentiating $\partial G_L/\partial x=0$:
\begin{equation}
\frac{RT_E}{x_Ax_B}\,\delta x=-\Omega(1-2x_E)-\Big[\frac{H_A}{T_A}-\frac{H_B}{T_B}+R\ln\frac{x_B}{x_A}\Big]\delta T_E .
\end{equation}
The left coefficient is $\partial^2G_L/\partial x^2$ and the bracket is $-\partial S/\partial x$. The terms are $+1296\times0.12=156$ and $-(20.37-10.51+2.0)\times15.5=-184$~J/mol. They nearly cancel, and division by $3362.9/(0.44\times0.56)$ leaves $\delta x\approx-0.002$ at first order. The agreement in composition is therefore weak evidence against a symmetric term $\Omega x_Ax_B$ here; for that term the temperature is the sharper probe. For an asymmetric term the roles reverse: $L\,x(1-x)(1-2x)$ with $L=+1300$ or $-1300$~J/mol moves $x_E$ by $+0.043$ or $-0.049$ but $T_E$ by only $-2.6$ or $+1.1$~K.

The simple eutectic picture itself fails if the stable liquid splits in two. Splitting needs $\partial^2G_L/\partial x^2=RT/(x_Ax_B)-2\Omega$ to turn negative, which first happens at $x=1/2$ for $\Omega>2RT$. It matters only where the liquid is stable, at $T\ge T_E$, so $\Omega>2RT_E$ is necessary; a gap lying wholly below the liquidus leaves the diagram unchanged. At 420~K, $2RT=6984$~J/mol, far above the inferred value, and because a larger $\Omega$ also raises $T_E$ this number is only a lower bound on the threshold. The eutectic found here also changes if a compound lies below the line $G=0$ at $T_E$, since the liquid must then be compared with a broken line of solids; a compound that drops below that line only at lower temperature leaves $T_E$ and $x_E$ unchanged.

The numerical check tests the liquidus against the lower convex hull of the Gibbs energies, $T_E$ and $x_E$ against direct minimisation, the lever rule against a linear-programming minimum of the total $G$, and the derivatives of $T_E$ against finite differences.

\section*{Values computed for the example and the checks}
\begin{verbatim}
R = 8.3145 J/(mol K)
rough input Bi: T = 540 +- 5 K, H = 11000 +- 500 J/mol
rough input Cd: T = 590 +- 5 K, H = 6200 +- 50 J/mol
rough measured eutectic: 420 +- 5 K, x_Cd = 0.55
H/R: Bi 1323.0 K, Cd 745.7 K
fusion entropy: Bi 20.37, Cd 10.51 J/(mol K)
T = 400 K: ln x_Bi -0.8575, x_Bi 0.4242, ln x_Cd -0.6003, x_Cd 0.5486, F 0.9728
T = 410 K: ln x_Bi -0.7768, x_Bi 0.4599, ln x_Cd -0.5549, x_Cd 0.5741, F 1.0340
T = 420 K: ln x_Bi -0.7000, x_Bi 0.4966, ln x_Cd -0.5116, x_Cd 0.5996, F 1.0961
T = 450 K: ln x_Bi -0.4900, x_Bi 0.6126, ln x_Cd -0.3932, x_Cd 0.6749, F 1.2875
T = 500 K: ln x_Bi -0.1960, x_Bi 0.8220, ln x_Cd -0.2275, x_Cd 0.7965, F 1.6185
T = 530 K: ln x_Bi -0.0462, x_Bi 0.9548, ln x_Cd -0.1431, x_Cd 0.8667, F 1.8215
T = 560 K: Cd branch x_Cd = 0.9345
dF/dT at 400 K = 0.006065 1/K; Newton step gives 404.48 K
T_E formula = 404.46 K = 131.31 C; direct minimisation 404.46 K
x_E: x_Cd = 0.5600, x_Bi = 0.4400; direct x_Cd = 0.5600
fusion G at T_E: Bi 2761.0, Cd 1949.7 J/mol; R T_E = 3362.9 J/mol
depression: T_Bi - T_E = 135.5 K, T_Cd - T_E = 185.5 K
dilute slopes R T^2/H: Bi 220.4 K, Cd 466.8 K
straight lines cross at 406.3 K, x_Cd = 0.607; error +1.9 K
L_E = 8312 J/mol, S_E = 20.551 J/(mol K)
450 K, overall x_Cd 0.20: liquid x_Cd 0.3874, liquid fraction 0.5163 (LP 0.516), solid Bi 0.4837
just above T_E, overall x_Cd 0.20: liquid fraction 0.3571
dT_E/dT_Bi = 0.3267, dT_E/dT_Cd = 0.1963
dT_E/dH_Bi = 0.005374, dT_E/dH_Cd = 0.008570 K mol/J
rounding terms (T_Bi, H_Bi, T_Cd, H_Cd): 1.63, 2.69, 0.98, 0.43 K; sum 5.73 K
corner range T_E: 398.7 to 410.1 K
corner range x_Cd: 0.544 to 0.576
gap rough measured - ideal: 15.5 K (3.7 %), x_Cd -0.010
combined rounding 10.7 K
dT_E/dOmega = 0.01199 K mol/J; linear Omega for gap 1296 J/mol
Omega for T_E = 415, 420, 425 K: 879, 1296, 1713 J/mol
with Omega for 420 K: x_Cd = 0.5575, Omega x(1-x) = 320 J/mol, 2RT = 6984 J/mol
dT_E/dCp = -1.2938 K per J/(mol K); model cp = 2: linear -2.59 K, full -2.68 K
model solid W = 20000 J/mol: y = 0.00271, shift 0.437 K, estimate 0.443 K
\end{verbatim}
